# The pitch limit of a conventional partially coherent source

Light of wavelength 200 nm, focused by a lens of numerical aperture 0.80, images a grating of equal lines and spaces. The source is a uniform disk of partial coherence 0.5. At a pitch of 240 nm the image computed in the scalar approximation, which ignores polarization, has a contrast of 0.76. At 200 nm the contrast is 0.37, at 170 nm it is 0.018, and at 160 nm there is none. Two things need explaining. A single plane wave arriving along the axis could not image any of these gratings, because its limit is $\lambda/\mathrm{NA}=250$ nm. And the contrast given by the disk source does not drop suddenly at its own limit, but fades towards it. Both facts follow from where the diffraction orders fall in the pupil of the lens.

All lengths are measured on the image side, so that $p$ is the pitch on the wafer, whatever the reduction of the lens. The vacuum wavelength is $\lambda$. A plane wave on the image side is labelled by its transverse direction $(u,v)$, where each component is a direction cosine multiplied by the refractive index of the medium. Its field varies across the image plane as $\exp[2\pi i(ux+vy)/\lambda]$. The lens has a circular pupil and accepts the waves with $\sqrt{u^2+v^2}\le\mathrm{NA}$.

The source is a set of mutually incoherent points, each of which illuminates the mask with one plane wave of direction $(u_s,v_s)$. A conventional source fills a centred disk uniformly, and its partial coherence $\sigma$ is the radius of this disk divided by the radius of the pupil:

$$\sqrt{u_s^2+v_s^2}\le\sigma\,\mathrm{NA}.$$

Let the grating vary along $x$. Its transmission is periodic and can be written as a Fourier series,

$$t(x)=\sum_m a_m e^{2\pi i m x/p}.$$

For a thin mask the field behind the grating is the incident field multiplied by $t(x)$:

$$t(x)\,e^{2\pi i(u_sx+v_sy)/\lambda}
=\sum_m a_m\exp\!\left\{\frac{2\pi i}{\lambda}\left[\left(u_s+\frac{m\lambda}{p}\right)x+v_sy\right]\right\}.$$

Each term is a plane wave, the diffraction order $m$. Its direction along $x$ is $u_s+m\lambda/p$, and its direction along $y$ is unchanged. Tilting the illumination therefore shifts all the orders together and leaves their spacing as it was.

It is convenient to divide every direction by NA. The pupil becomes a disk of radius 1 and the source a disk of radius $\sigma$. A source point is then a vector $\mathbf s$ with $|\mathbf s|\le\sigma$, and order $m$ lies at

$$\mathbf r_m=\mathbf s+mq\,\hat{\mathbf x},\qquad q=\frac{\lambda}{p\,\mathrm{NA}}.$$

The number $q$ is the spacing of the orders in units of the pupil radius. A finer grating has a larger $q$.

An image of the grating needs at least two orders from the same source point. To see this, let $P_m(\mathbf s)$ be 1 if order $m$ passes the pupil and 0 if it does not. In scalar imaging, in focus and without aberrations, one source point gives the intensity

$$I_{\mathbf s}(x)=\left|\sum_m a_mP_m e^{2\pi i m x/p}\right|^2
=\sum_{m,n}a_ma_n^*P_mP_n e^{2\pi i(m-n)x/p}.$$

The common factor of the incident wave has modulus 1 and has dropped out. Only terms with $m\ne n$ depend on $x$, and they need both $P_m$ and $P_n$. Different source points add their intensities, not their fields, so an order from one point cannot interfere with an order from another.

Suppose now that one source point sends two adjacent orders, $m$ and $m+1$, through the pupil. At least one of them is not the zero order. If $m\ge0$, choose $n=m+1$; if $m\le-1$, choose $n=m$. In both cases $|n|\ge1$, and order $n$ passes, so $|\mathbf r_n|\le1$. Since $nq\,\hat{\mathbf x}=\mathbf r_n-\mathbf s$, the triangle inequality gives

$$q\le|n|q=|\mathbf r_n-\mathbf s|\le|\mathbf r_n|+|\mathbf s|\le1+\sigma.$$

Inserting the definition of $q$ and solving for the pitch yields

$$\frac{\lambda}{p\,\mathrm{NA}}\le1+\sigma
\quad\Longrightarrow\quad
p\ge\frac{\lambda}{\mathrm{NA}(1+\sigma)}.$$

This is a necessary condition, and it covers every adjacent pair, not just the pair 0 and 1.

For $\sigma\le1$ the limit can also be approached as closely as desired. Take $0<\sigma\le1$ and $q<1+\sigma$, and choose the source point $\mathbf s=-(\sigma-\epsilon)\hat{\mathbf x}$, where $\epsilon$ is positive and smaller than both $\sigma$ and $1+\sigma-q$. The zero order lies at distance $\sigma-\epsilon<1$ from the centre, inside the pupil. Order $+1$ lies on the $x$ axis at

$$q-\sigma+\epsilon<q-\sigma+(1+\sigma-q)=1.$$

This coordinate is also larger than $-\sigma\ge-1$, so order $+1$ is inside the pupil too. The source point lies strictly inside the source and both orders strictly inside the pupil, so a small displacement of the point changes none of this. A finite area of the source therefore sends both orders through.

At $q=1+\sigma$ the chain of inequalities must hold with equality throughout. This leaves one source point for the pair 0 and $+1$, at $-\sigma\hat{\mathbf x}$, and its mirror image for the pair 0 and $-1$. Single points of an extended source carry no power, so for $\sigma>0$ the pitch must lie above the limit, not at it. For $\sigma=0$ the source is one point on the axis. Its first orders pass for $q<1$ and sit on the rim of the pupil at $q=1$.

In the example the limiting pitch is

$$p_{\min}=\frac{200\ \text{nm}}{0.80\times1.5}=166.67\ \text{nm},$$

or a half-pitch of 83.33 nm. This answers the first question. With illumination along the axis, the zero order occupies the centre of the pupil and order $+1$ has one pupil radius available. Light from the edge of the source moves the zero order a distance $\sigma$ to one side, and order $+1$ gains that distance. Order $-1$ moves further out and is lost, but two orders suffice for a fringe. Because the source and the pupil are both round, the limit is the same for every orientation of the grating.

It remains to ask whether two orders that are not adjacent could make an image below the limit. They could not. Suppose that orders $m$ and $n$ pass and that $m<k<n$. Then

$$\mathbf r_k=\frac{n-k}{n-m}\,\mathbf r_m+\frac{k-m}{n-m}\,\mathbf r_n,$$

because the weights add up to 1 and the multiples of $q$ combine to $k$. The point $\mathbf r_k$ lies on the straight line between two points of a disk, hence inside the disk. If any pair passes, an adjacent pair passes as well. Below the limit there is no adjacent pair, so there is no pair at all, and the image is uniform.

Passing the pupil is a matter of geometry, while the strength of an order is a matter of the mask. Some masks suppress the zero order and work with orders $+1$ and $-1$. These are $2q$ apart, and two points of the unit disk are at most 2 apart, so this pair needs $q\le1$, or $p\ge\lambda/\mathrm{NA}$. The fringe they form varies as $\cos(4\pi x/p)$ and has the period $p/2$. The limit for the printed period is then $\lambda/(2\,\mathrm{NA})$, although the mask period obeys the stricter condition. For $\sigma\le1$ the formula with $1+\sigma$ is a lower bound on the period of any mask. For $0<\sigma\le1$ an image just above it also needs order 0 and at least one first order. If both first orders are present, their phases must not make the fringes of different source points cancel. The opaque lines treated below meet this condition. A pure phase grating of equal lines and spaces does not: its first orders are a quarter of a cycle out of phase with order 0, so for pitches below $\lambda/\mathrm{NA}$ the fringes from opposite source points cancel in focus. If the phase step is half a cycle, order 0 vanishes altogether, and at these pitches no fringe forms in the first place.

The condition $\sigma\le1$ also matters. The necessary condition $q\le1+\sigma$ was derived without it, but a second bound holds for every source: adjacent orders are $q$ apart and both lie in the unit disk, so $q\le2$. For $\sigma\le1$ this adds nothing. For $\sigma>1$ it is the stricter of the two, and it can be approached as closely as desired: the source point $-\tfrac12q\,\hat{\mathbf x}$ puts orders 0 and $+1$ at $\mp\tfrac12q$, symmetrically about the centre. For $q<2$ this point lies strictly inside the source and both orders strictly inside the pupil, so a finite area of the source contributes. The two cases combine to

$$p_{\min}=\frac{\lambda}{\mathrm{NA}\,\min(1+\sigma,\,2)}.$$

With the wavelength and aperture of the example, the limit falls from 250 nm at $\sigma=0$ to 200 nm at $\sigma=0.25$, 166.67 nm at 0.5, 142.86 nm at 0.75 and 125 nm at $\sigma=1$. At $\sigma=1.5$ it is still 125 nm. The formula with $1+\sigma$ would give 100 nm there, which is wrong: source points outside the pupil lose their own zero order, and the extra tilt gains nothing.

The second question, why the contrast fades, requires the image itself. Let the clear spaces of the mask have transmission 1 and the lines 0, and let a space be centred at $x=0$. Then

$$a_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi imx/p}\,dx=\frac{\sin(\pi m/2)}{\pi m},$$

with the limit $a_0=\tfrac12$ for $m=0$. The first orders have $a_1=a_{-1}=1/\pi=0.3183$.

Consider pitches with $1<q<1+\sigma$ and $0<\sigma\le1$. These are the pitches that the disk source can image and the axial plane wave cannot. The zero order passes for every source point. Orders $+1$ and $-1$ never pass together, since their distance $2q$ exceeds 2. Orders with $|n|\ge2$ do not pass at all, since they would need $|n|q\le1+\sigma\le2$, whereas $|n|q>2$. Let $f$ be the fraction of the source area for which order $+1$ passes. By mirror symmetry the same fraction passes order $-1$, and the remaining fraction $1-2f$ passes the zero order alone.

With $\varphi=2\pi x/p$, a source point of the first kind gives the intensity

$$|a_0+a_1e^{i\varphi}|^2=a_0^2+a_1^2+2a_0a_1\cos\varphi.$$

A point of the second kind gives the same, because replacing $\varphi$ by $-\varphi$ leaves the cosine unchanged. The others give $a_0^2$. The average over the source is

$$\begin{aligned}
I(x)&=(1-2f)a_0^2+2f\left(a_0^2+a_1^2+2a_0a_1\cos\varphi\right)\\
&=a_0^2+2fa_1^2+4fa_0a_1\cos\varphi .
\end{aligned}$$

Contrast is defined as the difference between the largest and the smallest intensity, divided by their sum. The constant part cancels in the difference and the cosine cancels in the sum, so

$$C=\frac{4fa_0a_1}{a_0^2+2fa_1^2}.$$

What remains is the fraction $f$. Order $+1$ passes if $|\mathbf s+q\hat{\mathbf x}|\le1$, so $\mathbf s$ must lie in a circle of radius 1 centred at $-q\hat{\mathbf x}$ as well as in the source circle of radius $\sigma$ centred at the origin. The common area depends only on the radii and on the distance $q$ between the centres. Let $d$ be the distance from the source centre to the common chord. The half-length $h$ of the chord can be found from either circle:

$$h^2=\sigma^2-d^2=1-(q-d)^2.$$

Expanding the right side and cancelling $-d^2$ leaves $\sigma^2=1-q^2+2qd$, hence

$$d=\frac{q^2+\sigma^2-1}{2q}.$$

The chord cuts a segment from each circle. A segment is a sector minus a triangle, so the two areas are $\sigma^2\arccos(d/\sigma)-dh$ and $\arccos(q-d)-(q-d)h$. Their sum, divided by the source area, is

$$f=\frac{\sigma^2\arccos(d/\sigma)+\arccos(q-d)-qh}{\pi\sigma^2}.$$

At a pitch of 200 nm the spacing is $q=250/200=1.25$. This gives $d=(1.5625+0.25-1)/2.5=0.325$, and the area formula gives $f=0.1663$. The amplitude of the cosine is $4\times0.1663\times0.5\times0.3183=0.1059$. The mean intensity is $0.25+2\times0.1663\times0.3183^2=0.2837$, in units of the intensity behind a clear mask. The contrast is their ratio, $0.1059/0.2837=0.373$. The same steps give the other pitches:

| $p$ (nm) | $q$ | $f$ | $C$ |
|---|---|---|---|
| 240 | 1.042 | 0.396 | 0.763 |
| 200 | 1.250 | 0.166 | 0.373 |
| 180 | 1.389 | 0.050 | 0.123 |
| 170 | 1.471 | 0.007 | 0.018 |
| 160 | 1.563 | 0 | 0 |

At 240 nm about 79% of the source, the fraction $2f$, contributes to the fringes. At 170 nm only 1.4% does; the rest sends the zero order alone and adds a uniform background. At 160 nm the spacing exceeds 1.5, the circles no longer meet, and the intensity has the constant value $a_0^2=0.25$. Light still reaches the resist, but it carries no information about where the lines are.

The way in which $f$ vanishes can be found in closed form. Let $\delta=1+\sigma-q$ be the small width of the overlap along $x$, with $\delta\ll\sigma$. At a depth $t$ inside the rim of a circle of radius $R$, the half-length of a chord is

$$\sqrt{R^2-(R-t)^2}=\sqrt{2Rt-t^2}\approx\sqrt{2Rt}.$$

The common chord lies at depth $t_1$ in the source circle and $t_2$ in the pupil circle, with $t_1+t_2=\delta$. Both circles must give the same half-length, so $2\sigma t_1=2t_2$. Hence $t_1=\delta/(1+\sigma)$ and

$$h\approx\sqrt{2\sigma t_1}=\sqrt{\frac{2\sigma\delta}{1+\sigma}}.$$

The area of the segment of depth $t_1$ is

$$\int_0^{t_1}2\sqrt{2\sigma t}\,dt=\frac43\sqrt{2\sigma}\,t_1^{3/2}=\frac43\,h\,t_1,$$

and the other segment has the area $\tfrac43ht_2$ in the same way. Together they make $\tfrac43h\delta$, so to leading order in $\delta$

$$f\approx\frac{4}{3\pi\sigma^2}\sqrt{\frac{2\sigma}{1+\sigma}}\;\delta^{3/2}.$$

One factor $\delta$ comes from the width of the overlap and a factor $\sqrt\delta$ from its height. For $\sigma=0.5$, adding up thin strips of the overlap numerically gives $f=1.384\times10^{-3}$ at $\delta=0.01$, which is 0.15% below the value of this law. At $\delta=0.001$ the sum gives $4.383\times10^{-5}$, which is 0.015% below it.

For small $f$ the term $2fa_1^2$ in the mean intensity can be dropped, and $C\approx4fa_1/a_0$. The contrast then vanishes with the same power $\tfrac32$. This answers the second question: the limit is reached by ever fewer source points, not by all of them at once. A pitch of 170 nm is 2% above the limit and has a contrast of 0.018; a pitch of 200 nm is 20% above it and has 0.37. The limiting pitch is where modulation begins. With a disk source, a usable pitch has to stay clear of it, because the contrast close to the limit is so low.

Removing the central part of the disk source changes the contrast but not the limit. The necessary condition used only $|\mathbf s|\le\sigma$, and the points that work close to the limit lie next to the rim. A ring with outer radius $\sigma\le1$ therefore has the same limiting pitch as the full disk. Near that limit its contrast is higher, because the central points removed from the disk supplied background and no fringes.

The other assumptions affect the two results differently. In a thick mask the amplitudes $a_m$ depend on the direction of illumination, but periodicity still fixes the spacing of the orders, so the lower bound on the pitch stands, while the formula for $C$ changes. Defocus and aberrations alter the phases of the orders and can shift the fringes of different source points against each other; they do not change which orders pass. At large numerical aperture the polarization of the two waves also enters the contrast, and the value 0.80 of the example is already large in this sense. At a pitch of 200 nm the two waves differ by $\lambda/p=1$ in direction cosine and meet in air at $60^\circ$ or more. For light polarized in the plane of the two waves the fringe term is multiplied by the cosine of this angle, about one half. Unpolarized light therefore gives lower contrasts than the table; refraction into the resist narrows the angle and reduces the loss. The limiting pitch rests on the geometry of two disks, and the contrast above it on the scalar, in-focus image of a thin mask.
